# Differential Mobility from Positive and Negative Particle Ensembles

**Setting.** A uniform, non-degenerate carrier gas has the distribution $f(\mathbf k,t)$, normalized by $\int f\,d^3k=1$. A constant force $F=eE>0$ acts along $z$. For electrons this direction is opposite to the electric field, and velocities are counted positive along the force. With $S(\mathbf k,\mathbf k')$ the scattering rate density from $\mathbf k$ to $\mathbf k'$, the collision operator is

$$Qf=Gf-\lambda f,\qquad (Gf)(\mathbf k)=\int S(\mathbf k',\mathbf k)f(\mathbf k')\,d^3k',\qquad \lambda(\mathbf k)=\int S(\mathbf k,\mathbf k')\,d^3k'.$$

It is linear and conserves number, $\int Qf\,d^3k=0$. The Boltzmann equation reads

$$\frac{\partial f}{\partial t}=Af,\qquad A=Q-\frac F\hbar\frac{\partial}{\partial k_z}.$$

Assume one normalized stationary state $f_s$, with $Af_s=0$ and drift velocity $v_s$, and assume that disturbances of zero total number decay fast enough to be integrated over time. The chord mobility is $v_s/E$; the differential mobility is $\mu_d=dv_s/dE$.

## (a) How does the gas respond to a small extra force?

*Add a force $\varphi(t)$ along $z$. Find the response to an impulse and from it $\mu_d$.*

**Solution.** Put $f=f_s+f_1$ and keep first order in $\varphi$. The product $\varphi\,\partial f_1/\partial k_z$ is of second order, so

$$\frac{\partial f_1}{\partial t}=Af_1+\varphi(t)\,g_0,\qquad g_0=-\frac1\hbar\frac{\partial f_s}{\partial k_z}.$$

For an impulse $\varphi=J\delta(t)$, integration across $t=0$ gives $f_1(0^+)=Jg_0$: the distribution has been shifted by $J/\hbar$ along $k_z$. Afterwards only $A$ acts. Per unit impulse, then, $\partial g/\partial t=Ag$ with $g(0)=g_0$.

A force $\varphi$ that has been constant for a long time is a sequence of impulses, so

$$f_1=\varphi\,h,\qquad h=\int_0^\infty g(t)\,dt .$$

This can be verified directly. Since $g(\infty)=0$,

$$Ah=\int_0^\infty\frac{\partial g}{\partial t}\,dt=-g_0 .$$

Differentiating $Af_s=0$ with respect to $F$ gives

$$A\frac{\partial f_s}{\partial F}-\frac1\hbar\frac{\partial f_s}{\partial k_z}=0\quad\Rightarrow\quad A\frac{\partial f_s}{\partial F}=-g_0 ,$$

the same equation. Both $h$ and $\partial f_s/\partial F$ have zero total number. Their difference is a stationary solution of zero number, which vanishes because the stationary state is unique. Hence $h=\partial f_s/\partial F$. Taking the velocity moment and using $dF=e\,dE$,

$$\mu_d=e\int_0^\infty K(t)\,dt,\qquad K(t)=\int v_z\,g(\mathbf k,t)\,d^3k .$$

If the gas is degenerate, $Q$ is nonlinear, and its linearization about $f_s$ must take its place in the evolution of $g$.

## (b) How can particles represent a function of both signs?

*Write $g_0$ as a difference of two populations, express $K$ by their velocities, and say how far the choice is free.*

**Solution.** Because $f_s$ vanishes at large $|k_z|$,

$$\int g_0\,d^3k=-\frac1\hbar\int dk_x\,dk_y\,\big[f_s\big]_{k_z=-\infty}^{k_z=\infty}=0 .$$

Define $P=\max(g_0,0)$ and $M=\max(-g_0,0)$. Then $g_0=P-M$, both parts are non-negative, and they have the same number $N=\int P\,d^3k=\int M\,d^3k$. Each is an ordinary carrier population that can be followed at the unchanged force $F$. Since $A$ is linear, the difference of the evolved populations is $g(t)$. With $v_P(t)$ and $v_M(t)$ the mean velocities per particle,

$$K(t)=N\,[v_P(t)-v_M(t)],\qquad \boxed{\;\mu_d=eN\int_0^\infty[v_P(t)-v_M(t)]\,dt\;}$$

Here $N$ is a number per unit impulse, with the dimension of an inverse momentum. Both velocities tend to $v_s$. If $v_s\neq0$, the integral over one ensemble alone grows as $v_st$, so the difference must be taken before the upper limit goes to infinity.

Let $P'-M'=g_0$ be any other non-negative split. Then $P'\ge0$ and $P'=g_0+M'\ge g_0$, so $P'\ge P$. The excess $C=P'-P=M'-M$ is common to both parts and cancels in $g(t)$. The result is therefore independent of the split, and the choice above needs the fewest particles.

*Zero-field limit.* If the collisions alone lead to a unique equilibrium, then $f_s\propto e^{-\varepsilon/k_BT}$ for $F\to0$. (The model of parts (f) and (g) changes the energy only by multiples of 30 meV and does not strictly meet this condition. There the limit departs from the Maxwellian by about 2% and the mobility by about 0.1%.) With $v_z=\hbar^{-1}\partial\varepsilon/\partial k_z$ this gives $g_0=v_zf_s/k_BT$: the positive particles move forward, the negative ones backward. Evolving $v_zf_s$ and taking the velocity moment gives the velocity correlation, so

$$\mu_d(0)=\frac{e}{k_BT}\int_0^\infty\langle v_z(t)v_z(0)\rangle\,dt=\frac{eD}{k_BT},$$

which is the Einstein relation, $D$ being the diffusion coefficient. In a strong field $g_0$ is no longer $v_zf_s/k_BT$, and this step fails.

## (c) Can the ensembles be found without differentiating $f_s$?

**Solution.** For $F\ne0$ the stationary equation is $(F/\hbar)\,\partial f_s/\partial k_z=Gf_s-\lambda f_s$. Dividing by $-F$,

$$g_0=\frac{\lambda f_s}{F}-\frac{Gf_s}{F}.$$

Both terms are non-negative. The first is the distribution of states just before scattering, the second that of states just after, each weighted by its rate of occurrence. Thus $N=\langle\lambda\rangle/F$, where $\langle\lambda\rangle=\int\lambda f_s\,d^3k$. Since $e/F=1/E$,

$$\mu_d=\frac{\langle\lambda\rangle}{E}\int_0^\infty[v_{\rm before}(t)-v_{\rm after}(t)]\,dt .$$

The signs have a direct meaning: more force carries carriers further along the motion that collisions undo. As $F\to0$, $N$ diverges as $1/F$ while the two distributions approach each other, so a small difference of large terms remains. The split of part (b) has no such difficulty.

## (d) What do the first moments say about the sign of $K$?

*Find the initial velocity and energy responses for a parabolic band of mass $m$, and examine a model with two balance equations.*

**Solution.** Integrating by parts,

$$K(0)=-\frac1\hbar\int v_z\frac{\partial f_s}{\partial k_z}d^3k=\int f_s\,\frac1\hbar\frac{\partial v_z}{\partial k_z}d^3k=\frac1m .$$

The same step with $\varepsilon$ in place of $v_z$ gives

$$\int\varepsilon\,g_0\,d^3k=\int f_s\,\frac1\hbar\frac{\partial\varepsilon}{\partial k_z}\,d^3k=v_s .$$

The positive ensemble therefore starts with more energy per particle than the negative one, by $v_s/N$.

To see what this energy can do, replace the Boltzmann equation by a model with mean velocity $v$, mean energy $w$, momentum relaxation rate $\nu(w)$ and energy loss rate $R(w)$:

$$\dot v=\frac Fm-\nu(w)v,\qquad \dot w=Fv-R(w).$$

After a unit impulse, $\delta v(0)=1/m$ and $\delta w(0)=v_s$. With primes for derivatives at the stationary energy,

$$\delta\dot v=-\nu\,\delta v-\nu'v_s\,\delta w,\qquad \delta\dot w=F\,\delta v-R'\,\delta w .$$

If $\nu'>0$ and energy relaxes much more slowly than momentum, $\delta v$ soon follows $-(\nu'/\nu)v_s\,\delta w$, which is negative: the extra energy makes the positive ensemble scatter more. Let $X=\int_0^\infty\delta v\,dt$ and $Y=\int_0^\infty\delta w\,dt$. Integrating both equations over time,

$$-\frac1m=-\nu X-\nu'v_sY,\qquad -v_s=FX-R'Y .$$

The second gives $Y=(FX+v_s)/R'$. Inserted in the first,

$$X\left(\nu+\frac{\nu'v_sF}{R'}\right)=\frac1m-\frac{\nu'v_s^2}{R'} .$$

Put $a=\nu'v_sF/(\nu R')$. Since $v_s=F/(m\nu)$, the last term is $a\nu v_s/F=a/m$, and

$$X=\frac1{m\nu}\,\frac{1-a}{1+a},\qquad \frac{\mu_d}{v_s/E}=\frac{1-a}{1+a}.$$

For constant $\nu$, $a=0$, $K=e^{-\nu t}/m$, and the two mobilities agree. For $a>1$ (with $R'>0$) this model has negative differential mobility. A uniform state may then be unstable in space, which the uniform problem does not show.

## (e) How is the result sampled by Monte Carlo?

**Solution.** The time integral of velocity is displacement $X$ along the force. Part (c) becomes

$$\mu_d=\frac{\langle\lambda\rangle}{E}\,\langle X_{\rm before}-X_{\rm after}\rangle ,$$

taken over a time long enough for the difference to settle.

Choose a constant $\Gamma\ge\lambda(\mathbf k)$ and add self-scattering, which leaves the state unchanged, at the rate $\Gamma-\lambda$. If $\lambda$ grows without bound, as it does for a fixed elastic path, the condition can be met only up to a chosen energy, above which there must be practically no carriers. Events then occur at the rate $\Gamma$ in every state, so the states just before events sample $f_s$. An event is real with probability $\lambda/\Gamma$. Real events thus supply starting states with densities $\lambda f_s/\langle\lambda\rangle$ before and $Gf_s/\langle\lambda\rangle$ after, and $\langle\lambda\rangle$ is $\Gamma$ times the real fraction. A self-scattering event would give identical partners and can be omitted.

Each partner is followed for $n$ flights. As $n$ grows, the sum over flights covers all later time; what is cut off is the contribution of the remaining flights. The partners may use the same random numbers. Each still obeys its own correct statistics, so the mean is unchanged, while

$$\operatorname{var}(X_b-X_a)=\operatorname{var}X_b+\operatorname{var}X_a-2\operatorname{cov}(X_b,X_a).$$

Positive covariance lowers the noise.

## (f) How is the same problem solved deterministically?

*Take a parabolic band, polar phonon scattering and isotropic elastic scattering.*

**Solution.** Expand $f=\sum_lf_l(\varepsilon)P_l(c)$, where $c=\cos\theta$ and $\theta$ is the angle to the force. In spherical coordinates $\partial_{k_z}=c\,\partial_k+k^{-1}(1-c^2)\partial_c$. The Legendre identities

$$cP_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1},\qquad (1-c^2)P_l'=\frac{l(l+1)(P_{l-1}-P_{l+1})}{2l+1}$$

give

$$\partial_{k_z}(f_lP_l)=\frac{l+1}{2l+1}\Big(\frac{df_l}{dk}-\frac{l f_l}{k}\Big)P_{l+1}+\frac{l}{2l+1}\Big(\frac{df_l}{dk}+\frac{(l+1)f_l}{k}\Big)P_{l-1}.$$

With $d/dk=\hbar v\,d/d\varepsilon$ and $1/(\hbar k)=1/(mv)=v/(2\varepsilon)$, collecting the terms in $P_l$ gives the streaming term of order $l$:

$$Fv\Big[\frac{l}{2l-1}\Big(\frac{d}{d\varepsilon}-\frac{l-1}{2\varepsilon}\Big)f_{l-1}+\frac{l+1}{2l+3}\Big(\frac{d}{d\varepsilon}+\frac{l+2}{2\varepsilon}\Big)f_{l+1}\Big].$$

For $l=0$ it is $(Fv/3\varepsilon)\,d(\varepsilon f_1)/d\varepsilon$. The density of states is proportional to $\sqrt\varepsilon$, as is $v$, so the weighted term is a pure derivative. With even orders at cell centres and odd orders at cell edges, its sum telescopes to zero when no flux passes the ends. The grid then conserves number.

For a polar phonon of energy $\hbar\omega$, let $\Delta$ be the difference of inverse relative permittivities above and below the mode, and $B=e^2/4\pi\epsilon_0$. The squared matrix element times volume is $2\pi B\hbar\omega\Delta/q^2$, times the phonon factor $n_q$ for absorption or $n_q+1$ for emission, denoted $b$. Here $n_q$ is the Bose occupation and $q=|\mathbf k-\mathbf k'|$. Use

$$d^3k'=2\pi\frac{mk'}{\hbar^2}\,d\varepsilon'\,dc,\qquad q^2=2kk'(z-c),\qquad z=\frac{\varepsilon+\varepsilon'}{2\sqrt{\varepsilon\varepsilon'}},$$

where $c$ is now the cosine of the scattering angle. The golden rule gives

$$\lambda=\frac{2\pi}{\hbar}\,\frac{2\pi B\hbar\omega\Delta\,b}{8\pi^3}\,\frac{2\pi mk'}{\hbar^2}\,\frac{1}{2kk'}\int_{-1}^{1}\frac{dc}{z-c}
=b\,\frac{B\omega\Delta}{\hbar}\sqrt{\frac{m}{2\varepsilon}}\;Q_0(z).$$

The last step uses $k=\sqrt{2m\varepsilon}/\hbar$ and $Q_l(z)=\frac12\int_{-1}^1P_l(c)\,dc/(z-c)$. For in-scattering the addition theorem turns the angular average of $P_l$ over incoming directions into $P_l(\cos\theta)$ times the same integral with $P_l(c)$. The gain at $\varepsilon$ from $\varepsilon'$ is thus this expression with $Q_l$ for $Q_0$, times $f_l(\varepsilon')$, where $b$ belongs to the step from $\varepsilon'$ to $\varepsilon$. Elastic scattering with mean free path $\ell$ removes every order at the rate $v/\ell$ and returns $l=0$.

The ensembles are advanced by Crank–Nicolson steps,

$$g_{j+1}-g_j=\tfrac12\Delta t\,A(g_j+g_{j+1}).$$

Summing over $j$ shows that $A$ applied to the trapezoidal time integral equals $g_{\rm end}-g_0$. The integral is therefore free of time-step error once $g_{\rm end}$ is negligible; the shape of $K(t)$ still depends on $\Delta t$.

## (g) What are the numbers for hot electrons in the SiO2 regime?

*Use rough typical parameters: $m=0.5\,m_0$, phonons of 0.15 and 0.06 eV, relative permittivities 2.25, 3.0 and 3.9, and 300 K. An elastic path of 3 nm stands for disorder and acoustic phonons. The field is 0.5 MV/cm.*

**Solution.** The stationary state has $v_s=9.83\times10^6$ cm/s, mean energy 0.084 eV and $\langle\lambda\rangle=1.61\times10^{14}$ s$^{-1}$. The chord mobility is

$$\frac{v_s}{E}=\frac{9.83\times10^6\ \text{cm/s}}{5\times10^5\ \text{V/cm}}=19.7\ \text{cm}^2/\text{Vs}.$$

The before/after ensembles respond as follows, with velocities in $10^7$ cm/s:

| $t$ (fs) | $v_P$ | $v_M$ | $K/K(0)$ | energy difference (meV) |
|---|---|---|---|---|
| 0 | 1.378 | 0.289 | 1 | 30.5 |
| 5 | 0.980 | 0.687 | 0.269 | 25.2 |
| 10 | 0.889 | 0.871 | 0.017 | 14.4 |
| 15 | 0.909 | 0.959 | −0.046 | 6.5 |
| 30 | 0.981 | 0.990 | −0.008 | 0.0 |

The initial energy difference agrees with part (d): $v_s/N=Fv_s/\langle\lambda\rangle$ is $(0.05\ \text{eV/nm})(0.0983\ \text{nm/fs})/(0.161\ \text{fs}^{-1})=0.0305$ eV.

$K$ changes sign between 10 and 15 fs and reaches its lowest value, −0.048 of $K(0)$, near 16.5 fs. The positive ensemble is then the slower one although it still has more energy. This fits the mechanism of part (d), which was not isolated by a separate calculation. The positive and negative areas of $K$ give

$$\mu_d=12.193-2.145=10.048\approx10.05\ \text{cm}^2/\text{Vs},$$

about half the chord mobility. Stopping at the first zero of $K$ would overestimate $\mu_d$ by 21%.

Three tests bear on this value. A finite difference of $v_s$ between fields 1% above and below gives 10.05 cm²/Vs. The smallest split, propagated separately, gives 10.04 and needs $5.2\times10^{13}/1.61\times10^{14}=0.32$ of the particles. Monte Carlo in continuous momentum, with 67,351 pairs followed for 100 fs on average, gives $9.57\pm0.37$ cm²/Vs (one standard error), 1.3 standard errors below the deterministic value. Independent random numbers would have given an error of 0.73, so sharing them saves a factor of about $(0.73/0.37)^2\approx4$ in pairs. Doubling the energy step from 5 to 10 meV changes $\mu_d$ by 0.3%. Halving it to 2.5 meV changes $\mu_d$ by about 0.1% and $v_s$ by about 0.2%, and moves the two areas to 12.18 and −2.13. At 1.25 meV the values approach $v_s\approx9.80\times10^6$ cm/s, a chord mobility of 19.6 and $\mu_d\approx10.07$ cm²/Vs. The last digits given above therefore belong to the 5 meV grid.

With all other parameters fixed, the field dependence is

| $E$ (MV/cm) | chord (cm²/Vs) | $\mu_d$ (cm²/Vs) |
|---|---|---|
| 0.01 | 43.0 | 42.5 |
| 0.1 | 35.7 | 27.7 |
| 0.3 | 24.9 | 14.3 |
| 0.5 | 19.7 | 10.0 |

These entries are for the 5 meV grid. Finer grids lower most of them by 0.1 to 0.2 cm²/Vs (to 42.9 and 42.3 at 0.01 MV/cm, 35.5 and 27.6 at 0.1 MV/cm), so the last digit is uncertain. The two mobilities merge at low field, as they must when $v_s$ is linear in $E$. Read through the balance model, the ratio 0.51 at 0.5 MV/cm corresponds to $a\approx0.32$; this is a fitted number, not a prediction.

**The real oxide.** The elastic path was chosen to put the low-field mobility at a few tens of cm²/Vs, the rough measured size for electrons in SiO2, so that agreement is no evidence for the model. The field is far below breakdown, which is roughly 10 MV/cm. The weakest assumption is the Boltzmann equation itself: the collision broadening $\hbar\langle\lambda\rangle=0.106$ eV exceeds the mean energy of 0.084 eV. Carriers are not well-defined particles between collisions, and the model cannot say how far a quantum treatment would move $\mu_d$. Other omissions, and the effect of different inputs, can be sized at 0.5 MV/cm, making one change at a time. The polar couplings, 0.75 and 0.82, are not small; raising the mass by the weak-coupling polaron factor 1.26 lowers $\mu_d$ to 8.7 cm²/Vs. An elastic path of 2 nm gives 9.1. At 400 K with the path still 3 nm, $\mu_d$ is 10.5; if the whole path is shortened as $1/T$, as for acoustic phonons, it is 9.8 instead, so the model does not settle even the sign of the temperature effect. Non-parabolicity, estimated with a rough gap of 9 eV, changes the mass by 0.5%. At $10^{16}$ cm$^{-3}$ the occupancy averaged over angle peaks at $2.5\times10^{-4}$; along the force it is higher but still far below one, so degeneracy is negligible, as is band-to-band tunnelling with an exponent near 2600. Trapping is left out. The response takes about 30 fs to settle, during which a carrier drifts about 3 nm; in a film not much thicker than this, the uniform stationary state cannot be taken for granted, and the way carriers enter matters. The value 10 cm²/Vs thus belongs to the stated Boltzmann model and is not a prediction for a device. The numerical output below gives the remaining values.

## Numbers as computed

```
field 0.50 MV/cm, temperature 300 K
mass 0.50 m0, elastic path 3.0 nm
phonons 0.15, 0.06 eV; permittivities (2.25, 3.0, 3.9)
polar couplings alpha 0.748, 0.819
energy step 5.0 meV, top 1.2 eV, orders 0-7
drift velocity 9.832e+06 cm/s
mean energy 0.0842 eV
mean scattering rate 1.613e+14 1/s
fraction above 1 eV 7.5e-07
chord mobility 19.663 cm2/Vs
mu_d, finite difference 10.048 cm2/Vs
mu_d, before/after split 10.048 cm2/Vs
mu_d, smallest split 10.044 cm2/Vs
mu_d, 10 meV grid 10.014 cm2/Vs
mu_d, orders 0-5 10.052 cm2/Vs
N*F, before/after split 1.613e+14 1/s
N*F, smallest split 5.195e+13 1/s
m*K(0), deterministic 0.9989
t fs | v_P, v_M 1e7 cm/s | K/K(0) | energy P-M meV
   0 | 1.3782, 0.2892 | +1.00000 | +30.471
   2 | 1.1598, 0.4911 | +0.61403 | +30.152
   5 | 0.9801, 0.6868 | +0.26925 | +25.156
  10 | 0.8894, 0.8708 | +0.01706 | +14.410
  15 | 0.9089, 0.9587 | -0.04580 | +6.524
  20 | 0.9460, 0.9908 | -0.04115 | +2.261
  30 | 0.9810, 0.9898 | -0.00809 | +0.008
  50 | 0.9832, 0.9831 | +0.00011 | +0.011
 100 | 0.9832, 0.9832 | -0.00000 | +0.000
lowest K/K(0) -0.04818 at 16.5 fs
area of K>0 12.193 cm2/Vs
area of K<0 -2.145 cm2/Vs
MC pairs 67351, mean follow time 99.8 fs
MC drift velocity 9.806e+06 cm/s
MC scattering rate 1.620e+14 1/s
MC m*K(0) 0.998
MC mu_d 9.57 +- 0.37 cm2/Vs (1 sigma)
MC error without shared numbers 0.73 cm2/Vs
0.01 MV/cm: chord 42.99, mu_d 42.45 cm2/Vs
0.10 MV/cm: chord 35.68, mu_d 27.71 cm2/Vs
0.30 MV/cm: chord 24.87, mu_d 14.29 cm2/Vs
mu_d at 400 K 10.51 cm2/Vs
mu_d, polaron mass x1.261: 8.66 cm2/Vs
mu_d, elastic path 2 nm 9.13 cm2/Vs
broadening hbar*rate 0.106 eV
k*path at mean energy 3.15
non-parabolic mass change 0.47 % (gap 9 eV, rough)
peak occupancy at 1e16 cm-3 2.5e-04
band-to-band tunnelling exponent 2608
```
